Torque from complete absorption of a transverse spin current

**Problem**

Electrons flow steadily from a nonmagnetic metal through a magnetic layer into a second piece of the same nonmagnetic metal. The charge current they carry has magnitude I = 100 µA. The layer's spin angular momentum has a fixed direction m. In the first metal, the current carries a spin polarization whose component perpendicular to m is P = 0.6. Both this polarization and I are net quantities: incident minus reflected.

Inside the layer, a conduction electron of mass M has the Hamiltonian

H = p²/(2M) + V − (Δ/2) σ·m,

where V is a real, spin-independent potential that varies only along the direction of flow, σ is the vector of Pauli matrices and Δ > 0 is the exchange splitting. There is no spin-orbit coupling and no other process that removes spin.

(a) Find the transverse spin current that enters the layer.

(b) Find the torque that the exchange interaction exerts on the conduction spins, and the torque on the layer.

(c) Show that the layer receives a torque of about 2.0 × 10⁻²⁰ J when all transverse spin is absorbed.

(d) The Hamiltonian contains no friction. Explain how the transverse spin can nevertheless be absorbed, and estimate how the unabsorbed part depends on the layer thickness d.

(e) Decide whether the value in (c) is the largest torque this current can exert.

**Solution**

**(a) The spin current**

Let e > 0 be the elementary charge. The net number of electrons crossing per second is

I/e = (100 × 10⁻⁶ A)/(1.6022 × 10⁻¹⁹ C) = 6.2415 × 10¹⁴ s⁻¹.

The spin of an electron is s = ħσ/2. Its mean component along any axis lies between −ħ/2 and +ħ/2. The polarization P is the transverse spin current measured against the value ħ/2 for every net electron, so the transverse spin current is

Q = P (ħ/2)(I/e).

This is angular momentum per unit time. Its unit is (J s)/s = J, the same as N m, the unit of torque.

P is already the transverse part. If the net polarization in the metal has magnitude p and makes an angle θ with m, then P = p sin θ. With p = 0.6, for example, the polarization must be perpendicular to m to give P = 0.6.

**(b) The exchange torque**

Choose the z axis along m. The kinetic energy and V commute with the spin, so the exchange term alone turns it. From [σx, σz] = −2iσy,

ds_x/dt = (1/iħ)[ħσx/2, −Δσz/2]
= (1/iħ)(−ħΔ/4)(−2iσy)
= Δσy/2 = (Δ/ħ) s_y.

From [σy, σz] = 2iσx,

ds_y/dt = (1/iħ)(−ħΔ/4)(2iσx) = −Δσx/2 = −(Δ/ħ) s_x.

Finally ds_z/dt = 0, because σz commutes with itself. Since m × s = (−s_y, s_x, 0), the three results combine into

ds/dt = −(Δ/ħ) m × s.

The transverse spin precesses about m, and the component along m is conserved.

The exchange energy −(Δ/ħ) s·m does not change when s and m are rotated together. The exchange interaction therefore conserves the sum of the conduction spin and the layer's spin angular momentum. What one loses, the other gains, and the torque on the layer is

torque on layer = +(Δ/ħ) m × s,

summed over the conduction electrons inside it. "Torque on the layer" means the rate at which the exchange interaction supplies angular momentum to it. The magnetic moment of electron spins points opposite to their angular momentum, but the axis and the transverse plane are the same for both.

**(c) Spin balance and the number**

The torque must now be related to the spin current. Let x be the direction of flow, with the layer between x = 0 and x = d. This space coordinate is independent of the axes used for spin. Write the two spin components of the wave function as ψ₊ (spin along m) and ψ₋ (spin opposite to m), normalized so that |ψ₊|² + |ψ₋|² is the number of electrons per unit length. The momentum parallel to the layer is conserved, and its constant kinetic energy can be included in V.

It is convenient to join the two transverse components into one complex number, s_x + i s_y. Because σx + iσy has a single nonzero element, equal to 2, which connects ψ₊* with ψ₋, the transverse spin density is

S = (ħ/2) · 2ψ₊*ψ₋ = ħψ₊*ψ₋.

A prime denotes d/dx. The Schrödinger equations are

iħ ∂ψ₊/∂t = −(ħ²/2M)ψ₊″ + (V − Δ/2)ψ₊,
iħ ∂ψ₋/∂t = −(ħ²/2M)ψ₋″ + (V + Δ/2)ψ₋.

Differentiate S, using the second equation for ∂ψ₋/∂t and the complex conjugate of the first for ∂ψ₊*/∂t. The conjugation changes the sign of i:

∂S/∂t = (1/i)ψ₊*[−(ħ²/2M)ψ₋″ + (V + Δ/2)ψ₋]
− (1/i)[−(ħ²/2M)ψ₊*″ + (V − Δ/2)ψ₊*]ψ₋.

The terms with V cancel and those with Δ/2 add:

∂S/∂t = −(ħ²/2iM)(ψ₊*ψ₋″ − ψ₊*″ψ₋) − iΔψ₊*ψ₋.

The first bracket is the derivative of ψ₊*ψ₋′ − ψ₊*′ψ₋, since the products of first derivatives cancel. Define the transverse spin current

J = (ħ²/2iM)(ψ₊*ψ₋′ − ψ₊*′ψ₋).

Then

∂S/∂t = −∂J/∂x − i(Δ/ħ)S.

The last term is the precession found in (b). In complex form m × s becomes −s_y + i s_x = i(s_x + i s_y), so the torque on the layer per unit length is +i(Δ/ħ)S. In the steady state ∂S/∂t = 0, which gives

i(Δ/ħ)S = −∂J/∂x.

Integrating over the layer yields

τ = ∫₀ᵈ i(Δ/ħ)S dx = J(0) − J(d).

The wave functions and their first derivatives are continuous at the faces, so J is continuous there too. The torque equals the transverse spin current entering from the first metal minus that leaving into the second.

If all transverse spin is absorbed, J(d) summed over all electrons is zero, while J(0) summed over all electrons has magnitude Q. Hence

τ = P (ħ/2)(I/e).

With ħ/2 = 5.2729 × 10⁻³⁵ J s,

τ = 0.6 × (5.2729 × 10⁻³⁵ J s) × (6.2415 × 10¹⁴ s⁻¹)
= 1.975 × 10⁻²⁰ J ≈ 2.0 × 10⁻²⁰ J,

as was to be shown. The conversion is 0.123 eV. Although the joule appears here, this is not an amount of energy delivered to the layer. The work done is the torque times the angle through which it acts, and a layer held at fixed m receives no work from it.

The result can also be read as a rate. Dividing by ħ gives 1.87 × 10¹⁴ units of ħ per second, which is 0.3 unit for each net electron: half a unit times 0.6. At P = 1 the same current would give 3.29 × 10⁻²⁰ J. At P = 0 the spin current is purely along m, and there is no torque under the stated condition.

The direction follows from the same balance. With nothing transverse leaving, τ is parallel to the net incoming transverse spin. It turns the layer's angular momentum toward that spin.

**(d) Absorption without friction**

Consider one angle of incidence. Let an electron arrive with its spin perpendicular to m, along the spin x axis. Both components then have the same incident amplitude a, and n = 2|a|² is the incident density per unit length. Take V = 0 in the two metals, and let k be the wave number along the flow and v = ħk/M the corresponding velocity. With reflection amplitudes r₊ and r₋, the waves in the first metal are

ψ± = a(e^{ikx} + r± e^{−ikx}).

The two products needed for J are

ψ₊*ψ₋′ = ik|a|²(1 − r₋e^{−2ikx} + r₊*e^{2ikx} − r₊*r₋),
ψ₊*′ψ₋ = ik|a|²(−1 − r₋e^{−2ikx} + r₊*e^{2ikx} + r₊*r₋).

The position-dependent terms cancel in the difference, which leaves 2ik|a|²(1 − r₊*r₋). Therefore

J(0) = (ħ²/2iM) · 2ik|a|²(1 − r₊*r₋) = (ħ/2) n v (1 − r₊*r₋).

In the second metal ψ± = a t± e^{ik(x−d)}. The same calculation, with a wave travelling in one direction, gives

J(d) = (ħ/2) n v t₊*t₋.

For this angle the torque is thus

τ = (ħ/2) n v (1 − r₊*r₋ − t₊*t₋).

The unabsorbed part is t₊*t₋. For a single electron it need not be small. If reflection is negligible, t₊ and t₋ have magnitude one, and the outgoing spin is as transverse as the incoming spin. It has merely precessed.

When reflection is negligible, the loss appears only in the sum over angles. Electrons arriving at different angles are independent, so their spin currents add without interference between different angles. Neglect reflection and let E be the kinetic energy, v₀ = √(2E/M) the full speed and μ the cosine of the angle of incidence. The energy of motion along x is Eμ², and the wave numbers inside the layer are

q± = √(2M(Eμ² ± Δ/2))/ħ.

To leading order in Δ/(Eμ²), their difference is

q₊ − q₋ ≈ Δ/(ħv₀μ).

The transmitted product then has the phase factor

t₊*t₋ ≈ e^{−i(q₊ − q₋)d} ≈ e^{−iφ₀/μ}, with φ₀ = Δd/(ħv₀).

Within this approximation, a more oblique electron spends longer in the layer and precesses further.

To average, we need the share of the incident electrons at each μ. At fixed energy, equal areas in the plane of parallel momentum carry equal particle currents, because the velocity along x cancels against the one-dimensional density of states. The parallel momentum squared is proportional to 1 − μ², so the normalized weight is 2μ dμ. With u = 1/μ the average becomes

A = ∫₀¹ 2μ e^{−iφ₀/μ} dμ = 2∫₁^∞ u⁻³ e^{−iφ₀u} du.

Integrate by parts once:

A = 2e^{−iφ₀}/(iφ₀) − (6/(iφ₀))∫₁^∞ u⁻⁴ e^{−iφ₀u} du.

The magnitude of the remaining integral is at most ∫₁^∞ u⁻⁴ du = 1/3, so |A| ≤ 4/φ₀, and A vanishes for a thick layer. Another integration by parts shows that the remaining integral is itself of order 1/φ₀. Its contribution to A is then of order 1/φ₀², and for large φ₀

|A| ≈ 2/φ₀ = 2ħv₀/(Δd).

The expansion of q± and the neglect of reflection both fail near grazing incidence, where Eμ² is not large compared with Δ. The leading term of A, however, comes from the end point u = 1, which is normal incidence, and there both are good if Δ is small compared with E. In this estimate without reflection the unabsorbed fraction falls as 1/d. Electrons reflected back and forth inside the layer add small terms that can fall more slowly, so 1/d should not be taken as the exact law for arbitrarily thick layers. No individual spin has relaxed. Without reflection, the outgoing spins point in different transverse directions and their sum cancels, while the angular momentum missing from the sum has gone to the layer through the exchange torque. With reflection, the components ψ₊ and ψ₋ are also transmitted unequally, which tilts some outgoing spins out of the transverse plane. This spin filtering is a second frictionless mechanism, and it needs no sum over angles. Where Eμ² < Δ/2, q₋ is imaginary, t₋ decays exponentially with d, and the transmitted transverse spin vanishes for each such angle separately. With the weight 2μ dμ these angles carry the fraction Δ/(2E) of the incident electrons, one fifth in the model below.

*A calculation with reflection.* Take E = 5.0 eV and Δ = 2.0 eV as round model values, with M equal to the free-electron mass and V = 0 inside the layer as well. Solving the wave matching at both faces for each angle, and summing over angles, gives the ratio of transmitted to net incoming transverse spin current:

d = 1 nm: 0.539
d = 10 nm: 0.084
d = 40 nm: 0.021

The thinnest layer lets more than half of the transverse spin through, so the formula in (c) should not be used for it. This does not mean that the torque is smaller than Q: depending on the direction of the outgoing spin it can be smaller or larger, as (e) shows. From 10 to 40 nm the thickness grows by a factor of 4 and the ratio also falls by a factor of about 4, consistent with the 1/d estimate over this range.

The size can be compared as well. In the same model, a weaker splitting of 0.2 eV turns the spin by π in 13.71 nm at normal incidence. The phase is proportional to Δ at leading order, so for 2.0 eV it grows by about

10π/(13.71 nm) = 2.29 nm⁻¹.

At 40 nm this means φ₀ ≈ 92 and 2/φ₀ ≈ 0.022, close to the calculated 0.021. At 1 nm φ₀ is only about 2.3, and the large-φ₀ formula does not apply.

Now scale the 40 nm case to a net current of 100 µA and a net transverse polarization of 0.6. Integrating the exchange torque directly inside the layer gives 1.942 × 10⁻²⁰ J, which is 1.6 percent below the full-absorption value. This fits the spin balance: τ is the incoming vector minus the outgoing one, and the outgoing one has 2.1 percent of the incoming length, so the magnitude of τ can differ from Q by at most 2.1 percent.

*Why the word "net" matters.* In this 40 nm case, 0.848 net electron passes for each incident electron, so the incident current is

100 µA/0.848 = 118 µA.

The incident beam needs a transverse polarization of about 0.51, not 0.6. The product 118 µA × 0.51 is about 60 µA, the same as 100 µA × 0.6. Reflection has reduced the net charge current noticeably, but it has hardly changed the magnitude of the transverse spin current summed over angles. The net polarization is therefore larger than the incident one. Combining the incident polarization with the net current would give

(0.51/0.6) × 1.975 × 10⁻²⁰ J ≈ 1.68 × 10⁻²⁰ J,

about 15 percent too low. Charge and spin must be counted in the same way.

These thicknesses belong to free electrons in a uniform layer. A real metal has a different band structure, and it has disorder, so the numbers do not predict its absorption length.

**(e) Is this the largest torque?**

It is not. Full absorption means that the outgoing transverse spin current is zero. An outgoing current that is reversed takes away angular momentum of the opposite sign, and the layer must supply the difference.

Return to one angle of incidence and neglect reflection. With the precession angle φ = (q₊ − q₋)d,

τ = (ħ/2) n v (1 − e^{−iφ}),
|τ| = (ħ/2) n v · 2|sin(φ/2)|.

The second line follows from |1 − e^{−iφ}|² = 2 − 2cos φ = 4 sin²(φ/2). Three cases show what happens:

- For φ much smaller than 1, |τ| ≈ (ħ/2) n v φ. The electron leaves before its spin has turned appreciably, and the torque is small.
- For φ = π, the spin leaves reversed and |τ| is twice the incoming spin current.
- For φ = 2π, the spin leaves as it came and the total torque is zero, although the torque density inside the layer is not.

The model with 0.2 eV splitting and 13.71 nm thickness realizes the second case at normal incidence. With reflection included, the integrated torque is 1.9998 times the net incoming transverse spin current.

Reflection cannot raise the torque above two units of ħ/2 per incident electron. Particle conservation for each spin requires |r±|² + |t±|² = 1. The Cauchy–Schwarz inequality then gives

|r₊*r₋ + t₊*t₋| ≤ √(|r₊|² + |t₊|²) √(|r₋|² + |t₋|²) = 1,

and so |1 − r₊*r₋ − t₊*t₋| ≤ 2.

The same inequality bounds the torque by the net incoming spin current. It gives |t₊*t₋| ≤ 1 − |r₊*r₋| ≤ Re(1 − r₊*r₋) at each angle. For a beam whose incident polarization is the same at all angles, the summed outgoing transverse current is therefore no longer than the net incoming one, and |τ| ≤ 2Q.

For the current in this problem, a common half-turn of all electrons with negligible reflection would give 2 × 1.975 × 10⁻²⁰ J ≈ 3.9 × 10⁻²⁰ J. That requires nearly equal precession angles, whereas in a thick layer the spread of angles in (d) drives the outgoing sum toward zero. The value 2.0 × 10⁻²⁰ J is thus the torque for complete absorption, neither a universal maximum nor a value guaranteed for every layer. It also relies on the absence of other spin sinks: if spin-orbit coupling passes part of the angular momentum to the crystal lattice, the spin lost by the electrons is no longer equal to the spin gained by the layer.

The main values used here are listed in the numerical output below.

Values computed for the example and the checks

```
charge current: 100 microampere
net transverse polarization P: 0.6
elementary charge: 1.6022e-19 C
hbar: 1.0546e-34 J s
spin per electron hbar/2: 5.2729e-35 J s
electron rate I/e: 6.2415e+14 per second
torque at full absorption: 1.9746e-20 J
same torque: 0.1232 eV
torque divided by hbar: 1.8725e+14 per second
torque for P = 1: 3.2911e-20 J
model electron energy: 5.0 eV
model exchange splitting: 2.0 eV
transmitted/net incoming transverse spin, 1 nm: 0.5390
transmitted/net incoming transverse spin, 10 nm: 0.0842
transmitted/net incoming transverse spin, 40 nm: 0.0211
model incident polarization, 40 nm: 0.5094
model net charge per incident electron, 40 nm: 0.8477
model integrated torque, 40 nm: 1.9422e-20 J
model torque relative to formula: -1.64 percent
half-turn case, exchange splitting: 0.2 eV
half-turn case, thickness: 13.71 nm
half-turn case, torque/net incoming spin current: 1.9998
```
